\section*{From linearized time-dependent Hartree-Fock to the RPA eigenproblem}

\section{The physical question}

A molecule in its Hartree-Fock ground state receives a weak, very short electric pulse. The pulse gives the electrons a small velocity without yet shifting them; the cloud then starts to move, and the mean field, which depends on the cloud, moves with it. The mean position of the electrons then oscillates. An implementation has to supply the frequencies of this motion and the strength with which each appears. Orbital energy differences do not suffice, because they ignore the motion of the field. Both quantities follow from the time-dependent Hartree-Fock (TDHF) equation, linearized about the stationary state. The resulting eigenproblem is that of the random-phase approximation (RPA), here with exchange included.

\section{Equation of motion and conventions}

Atomic units are used in the algebra. The orbitals are orthonormal spin orbitals; $i,j$ are occupied in the stationary determinant, $a,b$ are empty, and $p,q,r,s$ are arbitrary. The integrals are
\begin{align}
\langle pq|rs\rangle&=\int\!\!\int \frac{\phi_p^*(1)\phi_q^*(2)\phi_r(1)\phi_s(2)}{r_{12}}\,d1\,d2,\\
\langle pq||rs\rangle&=\langle pq|rs\rangle-\langle pq|sr\rangle .
\end{align}
With the density matrix $\gamma_{sr}=\langle a_r^\dagger a_s\rangle$, the Fock matrix is
\begin{equation}
F_{pq}=h_{pq}+\sum_{rs}\langle pr||qs\rangle\gamma_{sr}.
\label{fock}
\end{equation}
In TDHF each occupied orbital, written as a column $\varphi_k$, obeys $i\dot\varphi_k=F\varphi_k$. Since $\gamma=\sum_k\varphi_k\varphi_k^\dagger$ and $F=F^\dagger$,
\begin{equation}
i\dot\gamma=F\gamma-\gamma F=[F(\gamma),\gamma],\qquad \gamma^2=\gamma .
\label{tdhf}
\end{equation}
The stationary solution $\gamma_0$ has ones on the occupied diagonal and zeros elsewhere. The condition $[F_0,\gamma_0]=0$ gives $(F_0)_{ai}=0$. The occupied and empty blocks of $F_0$ can then be diagonalized separately, so that $(F_0)_{pq}=\varepsilon_p\delta_{pq}$.

\section{Linearization}

Set $\gamma=\gamma_0+\delta\gamma$. To first order, $\gamma^2=\gamma$ requires $\gamma_0\delta\gamma+\delta\gamma\gamma_0=\delta\gamma$. Its occupied block reads $2\delta\gamma_{ij}=\delta\gamma_{ij}$ and its empty block $0=\delta\gamma_{ab}$, so both vanish. What remains is
\begin{equation}
d_{ai}=\delta\gamma_{ai},\qquad \delta\gamma_{ia}=d_{ai}^* .
\end{equation}
The first-order part of (\ref{tdhf}) is $i\,\delta\dot\gamma=[F_0,\delta\gamma]+[\delta F,\gamma_0]$. In its $ai$ element, $(\delta F\gamma_0)_{ai}=\delta F_{ai}$ and $(\gamma_0\delta F)_{ai}=0$, hence
\begin{equation}
i\dot d_{ai}=(\varepsilon_a-\varepsilon_i)d_{ai}+\delta F_{ai}.
\end{equation}
In (\ref{fock}) the nonzero changes are $\delta\gamma_{bj}=d_{bj}$ (with $s=b$, $r=j$) and $\delta\gamma_{jb}=d_{bj}^*$ (with $s=j$, $r=b$):
\begin{equation}
\delta F_{ai}=\sum_{bj}\left(\langle aj||ib\rangle d_{bj}+\langle ab||ij\rangle d_{bj}^*\right).
\end{equation}
With the pair $ai$ as one index, this becomes
\begin{align}
i\dot d&=Ad+Bd^*,\label{lin}\\
A_{ai,bj}&=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+\langle aj||ib\rangle,\\
B_{ai,bj}&=\langle ab||ij\rangle .
\end{align}
$A$ is Hermitian, because $\langle aj||ib\rangle^*=\langle ib||aj\rangle=\langle bi||ja\rangle$. $B$ is symmetric, because $\langle ab||ij\rangle=\langle ba||ji\rangle$.

\section{Eigenproblem and paired frequencies}

Because $d^*$ appears in (\ref{lin}), a single exponential $Xe^{-i\omega t}$ with $\mathrm{Re}\,\omega\neq0$ solves it only if $BX^*=0$, since $Bd^*$ carries the conjugate time dependence. Two exponentials are therefore combined; for purely imaginary $\omega$ they coincide. Take
\begin{equation}
d(t)=Xe^{-i\omega t}+Y^*e^{i\omega^*t},\quad
d^*(t)=Ye^{-i\omega t}+X^*e^{i\omega^*t}.
\end{equation}
The equation is satisfied if the terms in each exponential balance:
\begin{equation}
\omega X=AX+BY,\qquad -\omega^*Y^*=AY^*+BX^* .
\end{equation}
Conjugating the second relation gives the RPA equations
\begin{equation}
Mv=\omega\Delta v,\quad
M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix},\quad
\Delta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
v=\begin{pmatrix}X\\Y\end{pmatrix}.
\label{rpa}
\end{equation}
Since $\Delta^2=1$, the matrix to diagonalize is $\Delta M$, which is not Hermitian if $B\ne0$.

Conjugate both rows of (\ref{rpa}) and exchange them:
\begin{equation}
AY^*+BX^*=-\omega^*Y^*,\qquad B^*Y^*+A^*X^*=\omega^*X^* .
\end{equation}
These are the RPA equations for $w=(Y^*,X^*)$ with frequency $-\omega^*$. A real $\omega$ is therefore accompanied by $-\omega$. For complex $\omega$ one more relation is needed: $(\Delta M)^\dagger=M\Delta=\Delta(\Delta M)\Delta$, so $\Delta M$ is similar to its adjoint and $\omega^*$ is also an eigenvalue. Applying the first rule to $\omega^*$ yields $-\omega$. The two members of a real pair describe the same real motion, since $v$ and $w$ build the same $d(t)$.

\section{Normalization}

Multiply $Mv_m=\omega_m\Delta v_m$ by $v_n^\dagger$. Subtract the adjoint of the equation for $v_n$, multiplied by $v_m$. Since $M$ is Hermitian,
\begin{equation}
(\omega_m-\omega_n^*)\,v_n^\dagger\Delta v_m=0 .
\label{orth}
\end{equation}
Modes with different real frequencies are orthogonal in the metric $\Delta$. For $n=m$ and complex $\omega$, the norm $v^\dagger\Delta v=X^\dagger X-Y^\dagger Y$ is zero.

Now assume that $M$ is positive definite. With $u=M^{1/2}v$, equation (\ref{rpa}) becomes
\begin{equation}
M^{1/2}\Delta M^{1/2}u=\omega u .
\end{equation}
This matrix is Hermitian and invertible, so the frequencies are real and nonzero and the modes form a complete set. Moreover,
\begin{equation}
v^\dagger\Delta v=\frac{v^\dagger Mv}{\omega},
\end{equation}
which has the sign of $\omega$. Every mode with $\omega>0$ can thus be scaled to
\begin{equation}
X^\dagger X-Y^\dagger Y=1,
\label{norm}
\end{equation}
and its partner $w$ then has norm $-1$. Within a degenerate positive frequency the metric is positive, so Gram-Schmidt orthogonalization with $\Delta$ works. A general eigenvalue routine does not do this by itself.

\subsection{What the value one means}

The linear equations leave the scale of $v$ free; the energy gives it a meaning. For a determinant near $\gamma_0$,
\begin{equation}
E-E_0=\sum_p\varepsilon_p\delta\gamma_{pp}
+\tfrac12\sum_{pqrs}\langle pr||qs\rangle\delta\gamma_{qp}\delta\gamma_{sr}.
\end{equation}
The diagonal changes begin at second order. At that order, $\gamma^2=\gamma$ gives $\delta\gamma_{ii}=-\sum_a|d_{ai}|^2$ and $\delta\gamma_{aa}=\sum_i|d_{ai}|^2$. The last term is $\tfrac12\mathrm{tr}(\delta\gamma\,\delta F)=\mathrm{Re}\sum_{ai}d_{ai}^*\delta F_{ai}$. With $q=(d,d^*)$ as a column,
\begin{equation}
E_2=\mathrm{Re}\,d^\dagger(Ad+Bd^*)=\tfrac12q^\dagger Mq .
\label{e2}
\end{equation}
Positive definite $M$ therefore means that the determinant is a strict local energy minimum.

Excite one mode with amplitude $c$, so that $q=ce^{-i\omega t}v+c^*e^{i\omega t}w$. The cross terms vanish, because $v^\dagger Mw=-\omega v^\dagger\Delta w=0$ by (\ref{orth}). The other two are equal, because $w^\dagger Mw=(-\omega)(-v^\dagger\Delta v)$. Thus
\begin{equation}
E_2=|c|^2\omega\,(X^\dagger X-Y^\dagger Y).
\end{equation}
With (\ref{norm}), $|c|^2=E_2/\omega$ is the action of a harmonic oscillator in units of $\hbar$. This holds to leading order in $c$.

\section{Intensities}

Let the pulse add $k\,\delta(t)z$ to the one-electron Hamiltonian, with $z$ the position operator and $k$ small. During the pulse this term dominates, and
\begin{equation}
\gamma(0^+)=e^{-ikz}\gamma_0e^{ikz},\qquad d_{ai}(0^+)=-ikz_{ai}.
\end{equation}
For positive definite $M$, expand $q(0^+)=\sum_{\omega_n>0}(c_nv_n+c_n^*w_n)$. The coefficients follow from the $\Delta$-orthonormality of the modes:
\begin{align}
c_n&=v_n^\dagger\Delta q=X_n^\dagger d-Y_n^\dagger d^*=-ikD_n^*,\\
D_n&=\sum_{ai}\left(X^n_{ai}z_{ia}+Y^n_{ai}z_{ai}\right).
\end{align}
The coefficient of $w_n$ is $-w_n^\dagger\Delta q=c_n^*$, as written. The observed change is $\delta\langle z\rangle=\sum_{ai}(z_{ia}d_{ai}+z_{ai}d_{ai}^*)$, to which mode $n$ contributes $2\,\mathrm{Re}(c_nD_ne^{-i\omega_nt})$. Therefore
\begin{equation}
\delta\langle z\rangle(t)=-2k\sum_{\omega_n>0}|D_n|^2\sin\omega_nt .
\label{kick}
\end{equation}
Scaling $v_n$ by a factor $s$ would change the computed intensity by $|s|^2$, so the norm must be imposed before $D_n$ is evaluated.

\section{The half-size Hermitian form}

Suppose the orbitals are real, so that $A$ and $B$ are real. Adding and subtracting the two rows of (\ref{rpa}) gives
\begin{align}
(A+B)(X+Y)&=\omega(X-Y),\label{sum}\\
(A-B)(X-Y)&=\omega(X+Y).\label{diff}
\end{align}
Suppose also that $A-B$ is positive definite, and let $S=(A-B)^{1/2}$. Applying $A-B$ to (\ref{sum}) and using (\ref{diff}) gives $S^2(A+B)(X+Y)=\omega^2(X+Y)$. For $\omega>0$, substitute $X+Y=\omega^{-1/2}SZ$ and multiply from the left by $\omega^{1/2}S^{-1}$:
\begin{equation}
S(A+B)S\,Z=\omega^2Z .
\label{half}
\end{equation}
This is a real symmetric problem of half the dimension. Equation (\ref{diff}) supplies the other combination, $X-Y=\omega S^{-2}(X+Y)=\omega^{1/2}S^{-1}Z$. For real vectors,
\begin{equation}
X^TX-Y^TY=(X-Y)^T(X+Y)=Z^TS^{-1}SZ=Z^TZ,
\end{equation}
so unit vectors $Z$ from a symmetric eigensolver give (\ref{norm}) directly, including within degenerate levels.

For real orbitals, the combinations $(1,\pm1)/\sqrt2$ of the two halves turn $M$ into the blocks $A+B$ and $A-B$. Stability means that both are positive definite. The implementation then has four steps:
\begin{enumerate}
\item Build $A$ and $B$ from real canonical orbitals and diagonalize $A-B$. If an eigenvalue is not positive, stop and use $\Delta M$.
\item Form $S$ and solve (\ref{half}). A negative $\omega^2$ signals an instability.
\item For positive $\omega^2$, compute $X=\tfrac12(\omega^{-1/2}SZ+\omega^{1/2}S^{-1}Z)$ and $Y=\tfrac12(\omega^{-1/2}SZ-\omega^{1/2}S^{-1}Z)$.
\item Check the residuals of (\ref{rpa}) and the norm.
\end{enumerate}
If $A$ or $B$ is complex, as happens for orbitals with arbitrary phases, the second row of (\ref{rpa}) contains $B^*$ and $A^*$ instead of $B$ and $A$, and the addition of the rows fails. In the cc-pVDZ calculation below, one random draw of orbital phases left the eigenvalues of $\Delta M$ unchanged within the test tolerance, but shifted those of $(A-B)(A+B)$ by up to $24.86\ \mathrm{eV}^2$ from the correct $\omega^2$.

\section{Worked example: H$_2$}

\subsection{Two orbitals}

At a bond length of 0.74 angstrom, the STO-3G basis gives one bonding orbital $g$ and one antibonding orbital $u$. The restricted Hartree-Fock values are $\varepsilon_g=-15.7433$ eV and $\varepsilon_u=18.2627$ eV, so the gap is $G=34.0060$ eV. The Coulomb integral is $J=\langle ug|ug\rangle=18.0605$ eV and the exchange integral is $K=\langle ug|gu\rangle=4.9310$ eV.

For the two spin-conserving excitations, the diagonal elements of $A$ are $G+K-J$ and the off-diagonal ones are $K$, since exchange between opposite spins vanishes. The diagonal elements of $B$ are zero by antisymmetry and the off-diagonal ones are $K$. The even (singlet) and odd (triplet) combinations decouple:
\begin{align}
A_s&=G+2K-J=25.8075\ \mathrm{eV},& B_s&=K,\\
A_t&=G-J=15.9455\ \mathrm{eV},& B_t&=-K .
\end{align}
For a single channel, (\ref{half}) reduces to $\omega^2=(A-B)(A+B)$:
\begin{align}
\omega_s&=\sqrt{20.8765\times30.7385}\ \mathrm{eV}=25.332\ \mathrm{eV},\\
\omega_t&=\sqrt{20.8765\times11.0145}\ \mathrm{eV}=15.164\ \mathrm{eV}.
\end{align}
The first row of (\ref{rpa}) gives the singlet ratio $Y/X=-(A_s-\omega_s)/B_s=-0.4755/4.9310=-0.0964$. The norm then fixes $X=1.00468$ and $Y=-0.09687$, with $X^2-Y^2=1.00938-0.00938=1$. Dropping $B$, the Tamm-Dancoff approximation, would give $\omega=A$. In a single stable channel this lies above $\sqrt{A^2-B^2}$ whenever $B\neq0$.

\subsection{Where the reference fails}

The factor $A_t+B_t=G-J-K$ falls to zero when the bond is stretched to 1.1534 angstrom in this basis (in cc-pVDZ and cc-pVTZ the lowest eigenvalue of $A_t+B_t$ vanishes later, at about 1.21 angstrom). There $A_t=K$ and $\omega_t=0$, so $Y/X=(A_t-\omega_t)/K=1$: the norm vanishes and cannot be scaled to one.

The energy shows what happens. Mix $u$ into the spin-up orbital with a small real angle $\theta$ and into the spin-down orbital with $-\theta$. Equation (\ref{e2}) gives $E_2=2\theta^2(G-J-K)$. The two spin densities change by $\pm2\theta gu$, which is odd about the bond centre, so the spins move towards opposite atoms. A scan of such determinants was used as a test. At 0.05 angstrom inside the threshold, all scanned angles raised the energy; at 0.05 angstrom outside, the lowest scanned energy was 0.039 eV below the restricted one.

At 1.60 angstrom,
\begin{equation}
\omega_t^2=(5.8701)(-6.9683)\ \mathrm{eV}^2=-40.905\ \mathrm{eV}^2,
\end{equation}
and $|\mathrm{Im}\,\omega_t|=6.396$ eV. Within linearized TDHF this is an exponential growth rate multiplied by $\hbar$, not an excitation energy.

The spin-flip excitations $g_\alpha\to u_\beta$ and $g_\beta\to u_\alpha$ need separate care. Both have diagonal element $G-J$ in $A$, and $B$ couples them by $-K$. Hence $A-B$ and $A+B$ each have the eigenvalues $G-J\pm K$. Beyond the threshold, $A-B$ is no longer positive in the full spin-orbital space, and step 1 of the procedure directs the calculation to $\Delta M$. In the spin-conserving triplet channel $A-B=G-J+K$ is still positive at 1.60 angstrom, and the half-size form shows the instability as $\omega^2<0$.

\subsection{A larger basis}

In the cc-pVDZ basis at 0.74 angstrom there are 36 spin-orbital excitations. The smallest eigenvalue of $M$ is 7.33 eV, so the reference is stable. The lowest triplet frequency is 9.65 eV, against 10.10 eV with $B=0$. The lowest mode found to respond to a field along the bond lies at 13.91 eV, against 14.08 eV with $B=0$. It has $X^TX=1.00485$, $Y^TY=0.00485$ and $|D|=0.66$ angstrom. The singlet frequency was 25.33 eV in the minimal basis, so that basis serves to show the arithmetic and not to predict a spectrum. The cc-pVDZ values are themselves TDHF results in a finite basis; they lack the correlation that TDHF omits, and they are not converged in the basis. Diffuse functions matter most: in aug-cc-pVTZ and aug-cc-pVQZ the mode that responds along the bond drops by about 1.2 eV to 12.68 eV (12.75 eV with $B=0$), $|D|$ falls to about 0.5 angstrom and $Y^TY$ to about 0.002, while the lowest triplet moves only to 9.57 eV (9.99 eV with $B=0$) and the smallest eigenvalue of $M$ to 7.30 eV.

Two tests concern the normalization. The mode at 13.91 eV was given the amplitude $c=0.002$, and the full Hartree-Fock energy of the displaced determinant was evaluated. The rise divided by $c^2$ was 13.9114 eV at phases of $0$, $45$ and $90$ degrees, equal to $\omega$ to the printed digits.

In the second test, the nonlinear equation (\ref{tdhf}) was propagated for 0.726 fs after a kick of strength $k=0.00189$ per angstrom and compared with (\ref{kick}). At 0.6047 fs, both the propagation and the mode sum give $\delta\langle z\rangle/k=-0.0965$ angstrom$^2$, whereas $B=0$ gives $-0.2155$ angstrom$^2$. Over the whole run, the largest deviation of the mode sum is $2.1\times10^{-6}$ of the largest signal. This figure belongs to the chosen $k$ and to this molecule: inversion through the bond centre reverses both $z$ and $k$, so $\delta\langle z\rangle$ is odd in $k$ and has no $k^2$ term, which a molecule without an inversion centre in general has. With $B=0$ the largest deviation is 0.22 of the largest signal, from the combined errors in frequencies and intensities. The numerical check also compares $A$ and $B$ with a numerical derivative of the nonlinear commutator, and the half-size frequencies with those of the full matrix.

\section*{Numbers as computed}
\begin{verbatim}
H2 bond length: 0.74 angstrom
STO-3G, two orbitals:
  orbital energy g: -15.7433 eV
  orbital energy u: 18.2627 eV
  gap: 34.0060 eV
  Coulomb J: 18.0605 eV
  exchange K: 4.9310 eV
  singlet A: 25.8075 eV
  singlet B: 4.9310 eV
  singlet frequency: 25.3320 eV
  triplet A: 15.9455 eV
  triplet B: -4.9310 eV
  triplet frequency: 15.1639 eV
  singlet X, Y: 1.00468, -0.09687 (no unit)
  singlet X^2 - Y^2: 1.000000 (no unit)
  triplet instability begins at: 1.1534 angstrom
  lowest polarized energy change, 0.05 angstrom inside: 0.00082 eV
  lowest polarized energy change, 0.05 angstrom outside: -0.03949 eV
  at 1.60 angstrom: gap-J-K = -6.9683 eV, gap-J+K = 5.8701 eV
  at 1.60 angstrom: triplet w^2 = -40.9046 eV^2, |Im w| = 6.3957 eV
cc-pVDZ, 20 spin orbitals, 36 excitations:
  smallest eigenvalue of [[A,B],[B,A]]: 7.3313 eV
  lowest triplet frequency: 9.6452 eV
  lowest triplet with B = 0: 10.0964 eV
  lowest z-active frequency: 13.9114 eV
  lowest z-active with B = 0: 14.0757 eV
  its X'X and Y'Y: 1.004851, 0.004851 (no unit)
  its transition moment |D|: 0.6615 angstrom
  largest half-size minus full-size frequency: 3.9e-13 eV
  largest linearization error: 5.8e-08 eV
  w^2 error of (A-B)(A+B), complex phases: 24.86 eV^2
  mode amplitude c: 0.002 (no unit)
  energy rise / c^2 at phase 0 deg: 13.9114 eV
  energy rise / c^2 at phase 45 deg: 13.9114 eV
  energy rise / c^2 at phase 90 deg: 13.9114 eV
Kick strength: 0.001890 1/angstrom; time step 0.000605 fs; duration 0.7257 fs
Response <z>/kick in angstrom^2: time, nonlinear, mode sum, B = 0
  0.1209 fs: -0.44603, -0.44603, -0.47774
  0.3628 fs: -0.76976, -0.76976, -0.87058
  0.6047 fs: -0.09649, -0.09649, -0.21552
Largest error / largest signal, mode sum: 2.1e-06 (no unit)
Largest error / largest signal, B = 0: 0.222 (no unit)
\end{verbatim}
